# Charge Transfer and Surface Field in Chlorine Etching of n-Doped Silicon

Suppose the faster chlorine etching of heavily n-doped silicon is put down to the surface field alone, estimated as field times hop length. Two things go wrong. A field acts on charged chlorine, which may be a small minority of the surface, so the force says little until the charge has been counted. And "field times hop length" treats the other ions as a smooth sheet, which at 300 K can change a predicted rate by a factor of about fifty. The contributions therefore have to be separated: how much chlorine is charged, how much more easily an ion penetrates than a neutral, and what the field adds.

## The model and its assumptions

Chlorine occupies $N_s$ surface sites per unit area. Each site can accept one electron, in a level at depth $\Delta$ below the conduction band edge at the surface; any degeneracy factor in its occupation is absorbed into $\Delta$. Donors of density $N_D$ are fully ionized and smeared out, the band is parabolic, and holes are neglected. Thermal etching is taken to be limited by chlorine penetrating the first layer. Ions and neutrals have the same attempt frequency.

Depth $z$ points into the solid. The upward shift of electron energy relative to the bulk is $e\,v(z)$, with $v(0)=V_s>0$ and $v\to0$ in the bulk. Energies quoted as voltages are divided by $e$, and $V_T=kT/e$.

The numbers below belong to a model semiconductor with round parameters: relative permittivity 12, band density of states $N_C=3\times10^{19}$ cm⁻³, $\Delta=0.5$ eV, $N_s=5\times10^{14}$ cm⁻² and $T=300$ K. They show how this candidate mechanism works; they neither predict measured silicon rates nor establish it as the cause of the real effect.

## First contribution: how much chlorine is charged

Define the normalized Fermi integrals
$$\mathcal F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}},\qquad \frac{d\mathcal F_{3/2}}{d\eta}=\mathcal F_{1/2}.$$
Bulk neutrality, $N_D=N_C\mathcal F_{1/2}(\eta)$, fixes $\eta=(E_F-E_C)/kT$. Where the band is raised by $ev$, the electron density falls to $n(v)=N_C\mathcal F_{1/2}(\eta-v/V_T)$.

The electrostatic potential is $-v$ and the charge density is $e(N_D-n)$, so Poisson's equation reads
$$v''=\frac{e}{\varepsilon}\,[N_D-n(v)].$$
Multiply by $v'$. The left side becomes $\tfrac12(v'^2)'$ and the right side a total derivative in $v$. Integrate from the bulk, where $v=v'=0$, to the surface, where $v'(0)=-F$ defines the field magnitude $F$:
$$\tfrac12F^2=\frac e\varepsilon\int_0^{V_s}[N_D-n(v)]\,dv .$$
The electron term follows from the derivative rule above, with $dv=-V_T\,d(\eta-v/V_T)$:
$$F^2=\frac{2e}{\varepsilon}\Big\{N_DV_s-N_CV_T\big[\mathcal F_{3/2}(\eta)-\mathcal F_{3/2}(\eta-V_s/V_T)\big]\Big\}.$$
The subtracted term is the pressure difference of the electron gas, which softens the depletion edge. For light doping $\mathcal F_{3/2}(\eta)\approx e^\eta\approx N_D/N_C$. If also $V_s\gg V_T$, the result becomes $F^2=2eN_D(V_s-V_T)/\varepsilon$.

The whole system is neutral, so there is no mean field outside. Gauss's law then gives the charged chlorine density $\sigma=\varepsilon F/e$. The acceptor level lies at $V_s-\Delta-V_T\eta$ above the Fermi level, so
$$\sigma=\frac{N_s}{1+\exp[(V_s-\Delta-V_T\eta)/V_T]}.$$
Solving for the bending,
$$V_s=\Delta+V_T\eta+V_T\ln\!\left(\frac{N_s}{\sigma}-1\right).$$
The bending varies slowly with doping, so $\sigma\propto F$ grows nearly as $\sqrt{N_D}$.

From $N_D=10^{17}$ to $10^{20}$ cm⁻³ the bending rises from 0.519 to 0.633 V, while $\sigma$ rises from $8.08\times10^{11}$ to $2.80\times10^{13}$ cm⁻², a factor of 34.7. A pure square root would give $\sqrt{1000}=31.6$; the excess reflects the slightly larger bending. The charged fraction $f=\sigma/N_s$ goes from 0.0016 to 0.056. Even at the heaviest doping, most chlorine is neutral in this model.

A numerical solution of the full Poisson equation agrees with the integrated formula, the level filling and the mean hop work derived below, with a largest relative difference of about $10^{-10}$. This checks the mathematics of the mean-field model, not its physical assumptions.

The sign of the doping matters. With $10^{20}$ cm⁻³ acceptors in the bulk instead of donors, and equal band densities, the Fermi level lies 0.060 eV below the valence band edge. For a gap of 1.1 eV and flat bands the chlorine level is then $1.1+0.060-0.5=0.66$ eV above the Fermi level, and its charged fraction is about $8\times10^{-12}$. So little charge cannot bend the bands noticeably, which justifies taking them as flat. High conductivity by itself does not supply the electrons.

## Second contribution: an easier passage for the ion

Let $E_0$ and $E_-$ be the zero-field barriers for neutral and ionic penetration, and let $w$ be the work the field does on the ion up to its saddle. If electron exchange is fast compared with penetration, each site keeps its equilibrium charged fraction, and its mean penetration rate is
$$k=\nu(1-f)e^{-E_0/kT}+\nu f e^{-(E_--w)/kT}.$$
Divide by the neutral rate $\nu e^{-E_0/kT}$ and set $\delta=E_0-E_-$:
$$R=1+f\left[e^{(\delta+w)/kT}-1\right].$$
With $\delta=w=0$ this gives $R=1$ for any $f$: moving charge to the surface does not speed up penetration unless the ion has a lower net barrier. The advantage $\delta$ is an input here. It has to come from the chemistry of the saddle, and it includes the energy of the ion's own dielectric image.

Take $\delta=0.15$ eV. The Boltzmann factor is $e^{0.15/0.02585}\approx331$. Without field work,
$$R(10^{20})\approx1+0.0561\times330\approx19.5,\qquad R(10^{17})\approx1+0.00162\times330\approx1.53 .$$
The ratio is 12.7, less than the charge ratio of 34.7, because in the lightly doped sample most penetration is still neutral. Two limits frame this. If $f e^{(\delta+w)/kT}\ll1$, doping has almost no effect. If the ionic route dominates in both samples, the rate ratio becomes the charge ratio times $e^{(w_2-w_1)/kT}$, where 1 and 2 label the light and heavy doping. In this model the apparent activation energy therefore drops by roughly $\delta$ as the ionic route takes over, and the effect fades at light doping. Reported chlorine-atom etching of n-type silicon instead shows an activation energy that hardly changes with doping and an effect already at light doping, which this two-route picture does not reproduce.

Fast exchange is a real condition. Explicit two-state kinetics reproduces the law when electron capture is a million times faster than neutral penetration. When the two rates are equal, the heavily doped result, field work included, falls from 35.9 to 1.97: sites then wait for an electron, and the easy ionic route is starved.

## Third contribution: the field, first as an average

The field between the negative chlorine layer and the positive donors below it drives a chlorine ion inward. Its energy in the mean potential is $e\,v(z)$. Near the surface mobile electrons are negligible and $v''=eN_D/\varepsilon$, hence
$$v(z)=V_s-Fz+\frac{eN_D}{2\varepsilon}z^2 .$$
For a saddle at depth $a$ the mean work is
$$w_{\rm mean}=e[v(0)-v(a)]=e\left[Fa-\frac{eN_Da^2}{2\varepsilon}\right]=eFa\left(1-\frac{a}{2W}\right),$$
where $W=\sigma/N_D$ and $F=eN_DW/\varepsilon$ were used in the last step.

At $10^{20}$ cm⁻³, $F=0.423$ V/nm and $W=2.80$ nm. With $a=0.3$ nm, $eFa=0.127$ eV and $w_{\rm mean}=0.120$ eV. At $10^{17}$ cm⁻³ it is 0.004 eV. Inserting these values in $R$ gives 1934 and 1.6, a ratio of about 1200. The field would appear to dominate.

## The same field, made of separate ions

The mean potential smears the other ions into a sheet. At $10^{20}$ cm⁻³ their spacing is $d=\sigma^{-1/2}=1.89$ nm, over six times the hop length, so the smearing needs to be undone.

A charge $q$ on the boundary between vacuum and semiconductor has the potential $q/[2\pi(\varepsilon+\varepsilon_0)r]$ on both sides. Its field is radial, equal in the two media at equal distance, and its flux $2\pi r^2(\varepsilon+\varepsilon_0)E$ equals $q$. For a uniform sheet the normal fields add up to
$$\frac{e\sigma z}{\varepsilon+\varepsilon_0}\int_0^\infty\frac{R'\,dR'}{(R'^2+z^2)^{3/2}}=\frac{e\sigma}{\varepsilon+\varepsilon_0},$$
and the sheet's share of the mean work is
$$w_{\rm sheet}=\frac{e^2\sigma a}{\varepsilon+\varepsilon_0}=eFa\,\frac{\varepsilon}{\varepsilon+\varepsilon_0}.$$
With relative permittivity 12 this is $12/13$ of $eFa$, or 0.117 eV. Nearly all the apparent pull is repulsion by the other chlorine ions, and only about 0.003 eV comes from the smeared donor charge.

Now put the ions on a square array. Neighbours in the same plane push sideways, and by symmetry these pushes cancel. A normal force appears only once the ion has moved down. For $a\ll d$,
$$\frac1{R_i}-\frac1{\sqrt{R_i^2+a^2}}\approx\frac{a^2}{2R_i^3}.$$
Summing over the other ions, with $\sum_i R_i^{-3}=S_3/d^3$ and $S_3=9.034$,
$$w_{\rm array}=\frac{e^2}{2\pi(\varepsilon+\varepsilon_0)}\,\frac{S_3a^2}{2d^3}=\frac{e^2S_3a^2\sigma^{3/2}}{4\pi(\varepsilon+\varepsilon_0)} .$$
The ratio to the sheet value is
$$\frac{w_{\rm array}}{w_{\rm sheet}}=\frac{S_3}{4\pi}\,\frac ad\approx0.719\times\frac{0.3}{1.89}\approx0.114 .$$
A direct Coulomb sum confirms the leading-order array term within 2 per cent. The corrected hop work is
$$w_{\rm ord}=w_{\rm mean}-w_{\rm sheet}+w_{\rm array}\approx0.120-0.117+0.013=0.016\ \text{eV}.$$

The rates relative to neutral-only penetration are then:

| Field work | $10^{17}$ cm⁻³ | $10^{20}$ cm⁻³ | Ratio |
|---|---:|---:|---:|
| none | 1.53 | 19.5 | 12.7 |
| ordered array | 1.54 | 35.9 | 23.3 |
| mean field | 1.61 | 1934 | 1197 |

If ions could sit independently at any point of the surface, the surrounding density would be uniform on average and $w_{\rm mean}$ would be the average work. But neighbours within a distance $X$ supply the fraction $(X+a-\sqrt{X^2+a^2})/a$ of the sheet's work, which reaches one half already at $X=3a/4\approx0.23$ nm. The chlorine sites are about $N_s^{-1/2}\approx0.45$ nm apart, so such close neighbours do not occur, and $w_{\rm mean}$ overstates the work even for randomly filled sites. The average rate is another matter: the exponential gives rare close pairs a large weight, and for random filling they can lift the average rate even above the mean-field value. At $10^{20}$ cm⁻³ the repulsion at the mean disk radius $(\pi\sigma)^{-1/2}$ is about $8\,kT$, which favours ions that avoid one another. As long as the donors are smeared out, this makes the ordered estimate the more reasonable of the two, though a perfect square array is an idealization and its value is not a strict bound.

With equal barriers, $\delta=0$, the ordered field gives $R=1.05$ at $10^{20}$ cm⁻³ and the mean field 6.8. In the ordered picture with smeared donors the field assists an ionic route that is already easier; it hardly creates one.

## What order does to the charge

Order also lowers the cost of adding an ion. Relative to a smeared sheet, the energy per unit area is $-\tfrac12MC\sigma^{3/2}$, with $C=e^2/[2\pi(\varepsilon+\varepsilon_0)]$ and the square-lattice constant $M=3.900$. The factor $\tfrac12$ counts each pair once. Differentiating with respect to $\sigma$ gives a level deeper by $\tfrac34MC\sqrt\sigma$. This is the shift for a perfect lattice. Thermal disorder reduces it, in relative terms most strongly at $10^{17}$ cm⁻³, where the repulsion at the mean disk radius is only about $1.4\,kT$. The charge increases below are therefore upper estimates.

Solving again with this shift raises the bending at $10^{20}$ cm⁻³ from 0.63 to 1.02 V, but $\sigma$ by only 28 per cent, since charge follows roughly the square root of bending. At $10^{17}$ cm⁻³ the charge rises by 6 per cent. The rate ratio moves from 23 to 41, because both the charge and the hop work increase. With smeared donors the model therefore gives an enhancement of some tens for the chosen $\delta$, not a two-digit prediction.

The continuum picture is itself strained here. At $10^{20}$ cm⁻³ the donor spacing $N_D^{-1/3}\approx2.2$ nm is close to the depletion width, and a bulk permittivity is being used over 0.3 nm. The donor spacing also far exceeds the hop length, so the smearing undone for the ions is no safer for the donors. A donor at depth $z_d>a$ directly below an ion binds it at the surface by $C/z_d$ and does the hop work $\frac{e^2}{4\pi\varepsilon}\left[\frac1{z_d-a}+\frac{\kappa}{z_d+a}\right]-\frac{C}{z_d}$, with $\kappa=(\varepsilon-\varepsilon_0)/(\varepsilon+\varepsilon_0)$. This is about 0.03 eV for $z_d=1$ nm and about 0.2 eV for $z_d=0.55$ nm, more than $w_{\rm mean}$. Ions gather above shallow donors and the exponential weights such sites heavily, so discrete donors can raise the average rate far above the ordered value. The small field contribution found above holds only for smeared donors. Band-gap narrowing and any doping dependence of the surface chemistry are left out; at a bending of 1.02 V a narrower gap would bring the surface close to inversion, where holes can no longer be neglected.

## How ion bombardment can hide the effect

Let an ion flux $\Gamma_i$ remove $Y$ atoms per ion, with $Y$ assumed independent of doping, and let thermal removal $\Gamma_{\rm th}$ simply add. The apparent yield is the total removal divided by the ion flux:
$$Y_{\rm app}=Y+\frac{\Gamma_{\rm th}}{\Gamma_i}.$$
Take a neutral-only removal flux of $10^{13}$ cm⁻² s⁻¹, $\Gamma_i=10^{15}$ cm⁻² s⁻¹ and $Y=1$. Using the ordered-array rates without the level shift,
$$Y_{\rm app}(10^{17})=1+\frac{1.54\times10^{13}}{10^{15}}=1.015,\qquad Y_{\rm app}(10^{20})=1+\frac{3.59\times10^{14}}{10^{15}}=1.359 .$$
A thermal contrast of 23 has become a total contrast of 1.34. As $\Gamma_i\to0$ the thermal contrast returns; as $\Gamma_i$ grows at fixed $Y$ the ratio tends to one. A weak doping effect under bombardment is thus compatible with a strong one in thermal etching. If ion damage changes the surface charge or the barriers, $\Gamma_{\rm th}$ itself changes and simple addition fails.

The values used here, with the intermediate dopings, are in the numerical output that follows.

## Calculated quantities

```
Temperature 300 K, thermal energy 0.02585 eV
Permittivity 12, gap 1.1 eV, band density 3.0e+19 cm^-3
Acceptor depth 0.5 eV, sites 5.0e+14 cm^-2
Saddle depth 0.3 nm, ion barrier advantage 0.15 eV
Columns: N_D cm^-3 | E_F-E_C eV | bending V | charge cm^-2 | fraction
  1e+17 | -0.1474 | 0.5187 | 8.085e+11 | 0.00162
  1e+18 | -0.0876 | 0.5479 | 2.631e+12 | 0.00526
  1e+19 | -0.0254 | 0.5793 | 8.556e+12 | 0.01711
  1e+20 | 0.0603 | 0.6333 | 2.805e+13 | 0.05609
Columns: N_D cm^-3 | width nm | field V/nm | mean work eV | ordered eV
  1e+17 | 80.85 | 0.0122 | 0.00365 | 0.00034
  1e+18 | 26.31 | 0.0397 | 0.01183 | 0.00123
  1e+19 | 8.56 | 0.1290 | 0.03803 | 0.00455
  1e+20 | 2.80 | 0.4229 | 0.12009 | 0.01635
Exponent of charge versus doping, end to end: 0.5134
Largest relative error against full Poisson: 1.3e-10
Ion spacing at 1e20 cm^-3: 1.888 nm
Ion repulsion over thermal energy at 1e20 cm^-3: 8.04
Lattice constants: S3 = 9.0336, M = 3.9003
Largest surface hole density over doping: 1.5e-05
Rates relative to neutral-only: 1e17 | 1e20 | ratio
  no field: 1.534 | 19.51 | 12.72
  ordered array: 1.541 | 35.89 | 23.30
  mean field: 1.615 | 1933.69 | 1197.44
Equal barriers (advantage zero), rate at 1e20 cm^-3:
  no field: 1.000
  ordered array: 1.049
  mean field: 6.782
Kinetic matrix, fast exchange: 35.89; slow: 1.97
With level deepened by in-plane order: N_D | bending V | charge cm^-2
  1e+17 | 0.5772 | 8.551e+11 (factor 1.058)
  1e+20 | 1.0150 | 3.596e+13 (factor 1.282)
  rate ratio then: 40.63
p-doped 1e20 cm^-3: charged fraction 8.1e-12, relative rate 1.000000
Neutral-only removal 1e+13 cm^-2 s^-1
Ion flux 1e+15 cm^-2 s^-1, ion yield 1.0 atoms/ion
Thermal removal 1e17, 1e20: 1.541e+13, 3.589e+14 cm^-2 s^-1
Apparent yield 1e17, 1e20: 1.0154, 1.3589 atoms/ion
Doping ratio with ions: 1.3383
```
